# Mixing conductance by wavefunction matching: unitarity and the relative spin phase

A strip of normal metal with four open channels touches a ferromagnet. Its mixing conductance is $4.055+0.108i$ in units of $e^2/h$. If the spin-down calculation alone is given one extra layer of normal metal, the result becomes $3.971-0.085i$. The spin-down scattering matrix is still unitary to within $5\times10^{-15}$. The contact itself has not changed, so the new value is wrong, and the unitarity check has not noticed. A single chain of atoms shows why.

## The chain, by hand

Let the sites $j\le 0$ form the normal metal N and the sites $j\ge1$ the ferromagnet F. The hopping energy $t$, the layer spacing $a$ and $\hbar$ are set to one. Site energies are $0$ in N and $V_\sigma$ in F, with $\sigma=\uparrow,\downarrow$ along the magnetization. The magnetization is collinear and there is no spin-orbit coupling, so the two spins obey separate equations:

$$E c_j=-c_{j-1}-c_{j+1}\ (j\le0),\qquad (E-V_\sigma)c_j=-c_{j-1}-c_{j+1}\ (j\ge1).$$

Plane waves give $E=-2\cos k$ in N and $E-V_\sigma=-2\cos\kappa_\sigma$ in F. For a wave arriving from N,

$$c_j=e^{ikj}+r e^{-ikj}\ (j\le0),\qquad c_j=\tau e^{i\kappa(j-1)}\ (j\ge1).$$

The equation at site 0 holds if $c_1$ equals the N formula continued to $j=1$. The equation at site 1 holds if $c_0$ equals the F formula continued to $j=0$. Hence

$$\tau=e^{ik}+re^{-ik},\qquad 1+r=\tau e^{-i\kappa}.$$

Eliminating $\tau$ gives $e^{ik}+re^{-ik}=e^{i\kappa}(1+r)$, so

$$r=\frac{e^{ik}-e^{i\kappa}}{e^{i\kappa}-e^{-ik}}
=e^{ik}\,\frac{\sin\frac{k-\kappa}{2}}{\sin\frac{k+\kappa}{2}} .$$

The second form follows by taking $e^{i(k+\kappa)/2}$ out of the numerator and $e^{i(\kappa-k)/2}$ out of the denominator.

Take $E=0.2$, $V_\uparrow=-0.5$ and $V_\downarrow=1.5$. Then $k=1.67096$, $\kappa_\uparrow=1.92837$ and $\kappa_\downarrow=0.86321$. The ratios of sines are $-0.1318$ and $+0.4118$, so

$$r_\uparrow=-0.1318\,e^{ik},\qquad r_\downarrow=0.4118\,e^{ik}.$$

**Why velocities enter.** The velocity is $dE/dk=2\sin k$, which is $1.990$ in N and $2\sin\kappa_\uparrow=1.873$ in F. For spin up, $|r|^2=0.0174$ and $|\tau|^2=|1+r|^2=1.0437$. These add to $1.061$, not to one, because a density is not a current. Weighting the transmitted density with the velocity ratio gives $1.0437\times1.8735/1.9900=0.9826$, and $0.9826+0.0174=1$.

**The transverse spin current.** For two solutions at the same energy define

$$J(\phi,\psi)=i\left(\phi_{j+1}^*\psi_j-\phi_j^*\psi_{j+1}\right).$$

With $\phi=\psi$ this is the particle current from $j$ to $j+1$, as shown below for general layers. Insert $\psi_\sigma=e^{ikj}+r_\sigma e^{-ikj}$. The two incoming waves give $2\sin k$. The two reflected waves give $-2\sin k\,r_\uparrow r_\downarrow^*$, with a minus sign because they move left. The mixed products cancel: for $\phi=e^{ikj}$ and $\psi=e^{-ikj}$ both terms equal $e^{-ik(2j+1)}$. Thus

$$\frac{J(\psi_\downarrow,\psi_\uparrow)}{2\sin k}=1-r_\uparrow r_\downarrow^*\equiv g .$$

To see what $g$ measures, send in an electron with spin along $x$, so that its wavefunction is $(\psi_\uparrow,\psi_\downarrow)/\sqrt2$. Per unit incoming flux, the currents of $\sigma_x$ and $\sigma_y$ in N are

$$J_x=\tfrac12(g+g^*)=\mathrm{Re}\,g,\qquad J_y=\tfrac12(ig-ig^*)=-\mathrm{Im}\,g .$$

So $g$ is the net transverse spin current leaving N. Here $g=1+0.1318\times0.4118=1.054$. It exceeds one because the reflected electron has its $x$ spin reversed on average: a reversed spin moving left adds to the spin current moving right. It is real because both reflections carry the same phase $e^{ik}$.

**What unitarity misses.** Put one more N layer into the scattering region and measure amplitudes at site $-1$. The incoming wave has phase $e^{ik}$ still to gain and the reflected wave gains another, so $r\to e^{2ik}r$. Done for both spins, this cancels in $r_\uparrow r_\downarrow^*$. Done for spin down only, it gives

$$g_{\rm wrong}=1+0.0543\,e^{-2ik}=1+0.0543\,(-0.980+0.199i)=0.947+0.011i .$$

Both values of $|r_\sigma|^2$ are unchanged. Unitarity constrains each spin by itself, whereas $g$ depends on the phase between them.

## Many channels: the modes

Now let $c_j$ be a vector of $W$ amplitudes in layer $j$. With $H_0$ the Hamiltonian of a layer and $B$ the coupling from layer $j$ to $j+1$,

$$(E-H_0)c_j=Bc_{j+1}+B^\dagger c_{j-1}. \tag{1}$$

$B$ is taken to be invertible, spin-independent and the same throughout. In F, $H_0$ is replaced by $H_0+V_\sigma$. A mode has $c_{j+1}=\lambda c_j$ and $c_0=u$. Multiplying (1) by $\lambda$ gives a quadratic equation, which becomes linear for the doubled vector $(u,\lambda u)$:

$$\begin{pmatrix}0&1\\-B^\dagger&E-H_0\end{pmatrix}\begin{pmatrix}u\\\lambda u\end{pmatrix}
=\lambda\begin{pmatrix}1&0\\0&B\end{pmatrix}\begin{pmatrix}u\\\lambda u\end{pmatrix}.$$

There are $2W$ solutions, except at isolated energies where two modes merge. Those with $|\lambda|=1$ propagate and the others are evanescent.

The current form is now

$$J_j(\phi,\psi)=i\left[\phi_j^\dagger B\psi_{j+1}-\phi_{j+1}^\dagger B^\dagger\psi_j\right]. \tag{2}$$

In the time-dependent equation layer $j$ contributes $-iB^\dagger c_j$ to $\dot c_{j+1}$. It therefore changes $c_{j+1}^\dagger c_{j+1}$ at the rate $i c_j^\dagger Bc_{j+1}-i c_{j+1}^\dagger B^\dagger c_j=J_j(c,c)$, so (2) with equal arguments is the particle current.

It does not depend on $j$. Multiply (1) for $\psi$ by $\phi_j^\dagger$, and the adjoint of (1) for $\phi$ by $\psi_j$. Both left sides are $\phi_j^\dagger(E-H_0)\psi_j$, so

$$\phi_j^\dagger B\psi_{j+1}+\phi_j^\dagger B^\dagger\psi_{j-1}=\phi_{j+1}^\dagger B^\dagger\psi_j+\phi_{j-1}^\dagger B\psi_j ,$$

which rearranges to $J_j=J_{j-1}$. For two modes, moving one layer also multiplies $J$ by $\lambda_\phi^*\lambda_\psi$. Hence $J=0$ unless $\lambda_\phi^*\lambda_\psi=1$. Propagating modes with different $\lambda$ carry no cross current, and an evanescent mode alone carries none.

With $u^\dagger u=1$, a propagating mode has velocity

$$v=J(u,u)=-2\,\mathrm{Im}(\lambda u^\dagger Bu).$$

This equals $dE/dk$ for $\lambda=e^{ik}$, because the derivative of $H(k)=H_0+Be^{ik}+B^\dagger e^{-ik}$ has the expectation value $i\lambda u^\dagger Bu-i\lambda^*u^\dagger B^\dagger u$. Right-going modes are those with $v>0$ or $|\lambda|<1$, and left-going modes those with $v<0$ or $|\lambda|>1$. Away from band edges there are $W$ of each.

If several modes share one $\lambda$, an eigenvalue solver may return any mixture of them. The matrix $i(\lambda B-\lambda^*B^\dagger)$ must then be diagonalized within the group, so that cross currents vanish there too. In a test on a strip closed into a ring, replacing one member of a degenerate pair $u_a,u_b$ by $(u_a+u_b)/\sqrt2$ produced a unitarity error of $0.707=1/\sqrt2$, the spurious overlap with $u_a$.

## Matching

Let layer 0 be the last N layer, followed by $M$ interface layers and then F. Collect the left-going N modes in the columns of $U_-$, with factors in the diagonal matrix $\Lambda_-$. $U_-$, and likewise $U_+$ in F, is assumed invertible. This fails at isolated energies where the lead, cut off from the contact, has a bound surface state. A purely outgoing wave in N obeys $c_{-1}=F_-^{-1}c_0$, where $F_-=U_-\Lambda_-U_-^{-1}$. With incoming mode $u_n$ the outgoing part is $c_0-u_n$, hence

$$c_{-1}=u_n/\lambda_n+F_-^{-1}(c_0-u_n).$$

Inserting this in (1) at $j=0$, with $\Sigma_L=B^\dagger F_-^{-1}$, gives

$$(E-H_0-\Sigma_L)c_0-Bc_1=\left(B^\dagger/\lambda_n-\Sigma_L\right)u_n. \tag{3}$$

In F the wave is purely right-going, so $c_{M+2}=F_+c_{M+1}$ and

$$(E-H_0-V_\sigma-\Sigma_R)c_{M+1}-B^\dagger c_M=0,\qquad \Sigma_R=BF_+ .$$

Together with (1) in the interface layers this is a finite linear system. Its solution gives raw amplitudes through $U_-\alpha=c_0-u_n$ in N and $U_+\beta=c_{M+1}$ in F. These must be solved as linear equations, because the modes need not be orthogonal in the ordinary sense. The flux-normalized amplitudes are

$$r_{mn}=\sqrt{|v_m|/v_n}\;\alpha_{mn},\qquad t_{mn}=\sqrt{v_m^{F}/v_n}\;\beta_{mn}.$$

Waves arriving from F are treated in the same way and complete the matrix $S_\sigma$.

In N the current is the incoming minus the outgoing weight; in F, counted to the right, it is outgoing minus incoming. Evanescent terms drop out, because each lead contains only the kind that decays away from the interface, and then $\lambda_i^*\lambda_j\ne1$. Equating the two currents shows that total outgoing weight equals total incoming weight for every choice of incoming amplitudes, so $S_\sigma^\dagger S_\sigma=1$. The argument holds for each spin separately, whatever its number of F modes.

The same bookkeeping with different spins in the two slots of $J$ gives $1-\sum_m r^\uparrow_{mn}r^{\downarrow *}_{mn}$ for incoming mode $n$. Summing over the $N$ incoming modes,

$$G_{\uparrow\downarrow}=\frac{e^2}{h}\left[N-\mathrm{Tr}\,(r_\uparrow r_\downarrow^\dagger)\right]. \tag{4}$$

This step needs one set of N modes and one reference layer for both spins. Adding an N layer multiplies $r_{mn}$ by phases belonging to modes $m$ and $n$, which cancel in (4) if they are common.

## A check without modes

The relative phase needs a test of its own. One is obtained by eliminating the modes. Let $\Gamma=i(\Sigma_L-\Sigma_L^\dagger)$.

First, $\Sigma_L^\dagger u_n=B^\dagger u_n/\lambda_n$ for an incoming mode. To show it, take any left-going mode $w$. Since $\Sigma_Lw=B^\dagger w/\lambda_w$,

$$w^\dagger\Sigma_L^\dagger u_n-w^\dagger B^\dagger u_n/\lambda_n
=w^\dagger Bu_n/\lambda_w^*-w^\dagger B^\dagger u_n/\lambda_n=-iJ_{-1}(w,u_n)=0,$$

and the vectors $w$ span the space. The source in (3) is therefore $(\Sigma_L^\dagger-\Sigma_L)u_n=i\Gamma u_n$, and $\psi_\sigma=iG_\sigma\Gamma u_n$ on layer 0. Here $G_\sigma$ is the layer-0 block of the inverse of the matching matrix, the retarded Green function.

The same algebra gives $u_m^\dagger\Gamma u_n=J_{-1}(u_m,u_n)=v_n\delta_{mn}$, and $\Gamma u_e=0$ for left-going evanescent modes $u_e$. The $u_n$ and $u_e$ together form a basis: if a combination of them vanishes, multiplying it by $u_m^\dagger\Gamma$ shows that the coefficient of $u_m$ is zero, and the remaining $u_e$ are independent columns of $U_-$. Acting on $u_m$, both sides of the following identity give $\Gamma u_m$; acting on $u_e$, both give zero. Hence

$$\Gamma=\sum_n \Gamma u_nu_n^\dagger\Gamma/v_n. \tag{5}$$

Now evaluate $J_{-1}(\psi_\downarrow,\psi_\uparrow)$ using $B^\dagger\psi_{-1}=\Sigma_L\psi_0+i\Gamma u_n$. With $\psi_\sigma$ taken on layer 0,

$$J=-\psi_\downarrow^\dagger\Gamma\psi_\uparrow+u_n^\dagger\Gamma\psi_\uparrow+\psi_\downarrow^\dagger\Gamma u_n .$$

Insert $\psi_\sigma=iG_\sigma\Gamma u_n$, divide by $v_n$, sum over $n$ and use (5):

$$\frac{G_{\uparrow\downarrow}}{e^2/h}=i\,\mathrm{Tr}\left[\Gamma(G_\uparrow-G_\downarrow^\dagger)\right]-\mathrm{Tr}\left[\Gamma G_\uparrow\Gamma G_\downarrow^\dagger\right]. \tag{6}$$

$\Sigma_L$ and $\Sigma_R$ can be obtained by decimation, which repeatedly eliminates every second layer of a lead at a slightly complex energy. No mode is then computed, so (6) tests the combination of reflection amplitudes and relative phases that enters (4). Mode phases that are wrong in the same way for both spins cancel there and go unnoticed. Nor does (6) test the geometry: $G_\uparrow$ and $G_\downarrow$ must refer to the same N layer. If the spin-down system is given the extra N layer of the opening example, (6) returns the same wrong value, $3.971-0.085i$. Building both spins from the same list of layers avoids that error. If the reference layers do differ, the known phases of the N modes must be removed from the reflection matrices before (4) is used.

## The strip

The strip has $W=6$ sites, nearest hopping $1$, diagonal hopping $0.2$, one edge raised by $0.5$, and $E=-0.5$. The shifts $V_\sigma$ are those of the chain, and two intermixed layers separate N from F. These are round model values. N has four propagating modes; F has five for spin up and three for spin down. Thus $S_\uparrow$ is $9\times9$ and $S_\downarrow$ is $7\times7$, and both are unitary to about $5\times10^{-15}$. Without the velocity factors the largest deviations from the unit matrix are $0.23$ and $0.42$. The raised edge makes the N modes overlap by up to $0.022$, while their forbidden cross currents vanish to rounding.

The contributions of the four incoming modes add up to the total within rounding:

$$\begin{aligned}\mathrm{Re}&:\ 1.0152+1.0111+1.0230+1.0060=4.0553,\\ \mathrm{Im}&:\ 0.0149+0.0219+0.0246+0.0461=0.1075.\end{aligned}$$

With $e^2/h=38.74\ \mu\mathrm{S}$ this is $157.1+4.2i\ \mu\mathrm{S}$. Equation (6) agrees in all six printed decimals. The $\sigma_x$ and $\sigma_y$ currents, computed from the real-space spinor, are $4.0553$ and $-0.1076$, as the chain argument requires.

The real part exceeds both ordinary conductances, $G_\uparrow=3.970$ and $G_\downarrow=2.824$. Part of this is general. In units of $e^2/h$, unitarity gives $\mathrm{Tr}\,r_\sigma r_\sigma^\dagger=N-G_\sigma$. Expanding the non-negative quantity $\mathrm{Tr}\,(r_\uparrow-r_\downarrow)(r_\uparrow-r_\downarrow)^\dagger$ then yields

$$\mathrm{Re}\,G_{\uparrow\downarrow}\ge\tfrac12(G_\uparrow+G_\downarrow),$$

here $4.055\ge3.397$. The closeness to $N=4$ follows from the Cauchy–Schwarz inequality:

$$|N-G_{\uparrow\downarrow}|\le\sqrt{(N-G_\uparrow)(N-G_\downarrow)}=\sqrt{0.0296\times1.1761}=0.187 .$$

The actual distance is $0.121$. Spin-up electrons are hardly reflected, so little reflected wave is available to carry transverse spin back. Mode 4 shows this clearly: only $27\%$ of its spin-down flux is transmitted, yet it contributes $1.006$ to the real part.

## Limits and range of validity

**Half-metal.** With $V_\downarrow=5$, F has no propagating spin-down mode. Then $G_\downarrow=0$ and $r_\downarrow$ is unitary by itself, but $G_{\uparrow\downarrow}=3.855+0.178i$. Spin-down electrons need not propagate in F for transverse spin to leave N. It is enough that the two components are reflected differently.

**Magnetic insulator.** If neither spin can enter and there is one channel, $r_\uparrow r_\downarrow^*=e^{i\delta}$ and $g=1-e^{i\delta}$. The real part can lie anywhere from $0$ to $2$, although both reflection probabilities are one. Here unitarity confines $g$ to the circle $|g-1|=1$ but does not say where on it $g$ lies.

**No exchange splitting.** Without exchange splitting $r_\uparrow=r_\downarrow$, and (4) reduces to the ordinary conductance of one spin. This is not zero, although no torque acts. Equal reflection alone does not exclude a torque, because the transmitted components can still differ in phase. $G_{\uparrow\downarrow}$ counts spin leaving N, which need not be absorbed at the interface. In the chain with both spins propagating in F, the transverse spin density there oscillates with the phase $(\kappa_\uparrow-\kappa_\downarrow)j$ and does not decay. In a sum over channels with different $\kappa_\uparrow-\kappa_\downarrow$ the oscillations partly cancel. With a finite number of channels, as in the strip, the sum keeps returning to values as large as at the interface. A lasting decay with depth needs a continuum of channels, such as the transverse momenta of a wide contact. If one spin is evanescent in F, the density decays. For a thin magnet with a second lead behind it, the transverse spin carried out through that lead must be subtracted to find the torque.

**Interface structure.** A clean interface gives $4.158+0.172i$. Two hundred random intermixings average $4.197+0.195i$, with standard deviations of $0.095$ and $0.100$ in the real and imaginary parts. The pattern used above lies about $1.5$ of these standard deviations below the sample mean in its real part. It transmits both spins better than the clean interface does.

Equation (4) assumes elastic, phase-coherent scattering and a spin-independent N. With a non-collinear magnetization, or with spin-orbit coupling that does not conserve the spin along the magnetization, the spins mix, $S_\uparrow$ and $S_\downarrow$ no longer exist separately, and the full spin-dependent matrix must be computed. Near a band edge a velocity tends to zero and the sorting of modes becomes ill-conditioned. The full set of computed values is in the numerical output below.

## Computed values

```
CHAIN: E = 0.2 t, k = 1.67096 rad/a
 up: V = -0.5 t, kappa = 1.92837 rad/a, r = 0.01318-0.13112j, |r|^2 = 0.01737
 dn: V = 1.5 t, kappa = 0.86321 rad/a, r = -0.04118+0.40977j, |r|^2 = 0.16961
 G_mix chain = 1.05427+0.00000j e^2/h
STRIP: width 6 sites, E = -0.5 t, diagonal hopping 0.2 t
 edge shift 0.5 t, V_up = -0.5 t, V_dn = 1.5 t
 F atoms (1) in layer 1: [0 1 0 0 0 1], layer 2: [1 1 0 1 0 1]
 propagating modes: N 4, F up 5, F dn 3
 N mode 1: k = 1.8465 rad/a, v = 2.3971 ta/hbar
   T_up = 0.9950, T_dn = 0.8657, part of G_mix = 1.0152+0.0149j e^2/h
 N mode 2: k = 2.0620 rad/a, v = 2.3965 ta/hbar
   T_up = 0.9909, T_dn = 0.9075, part of G_mix = 1.0111+0.0219j e^2/h
 N mode 3: k = 1.4901 rad/a, v = 2.1642 ta/hbar
   T_up = 0.9936, T_dn = 0.7767, part of G_mix = 1.0230+0.0246j e^2/h
 N mode 4: k = 0.9321 rad/a, v = 1.4630 ta/hbar
   T_up = 0.9909, T_dn = 0.2741, part of G_mix = 1.0060+0.0461j e^2/h
 F up velocities (ta/hbar): [2.1939 2.1453 2.0518 1.725  0.6568]
 F dn velocities (ta/hbar): [2.71   2.3543 1.3846]
 largest ordinary overlap of N modes = 0.0220
 largest forbidden flux = 3.8e-15 t a/hbar
 largest velocity error = 4.5e-09 ta/hbar
 up: G = 3.97040 e^2/h, unitarity error 3.0e-15, without velocities 0.227
 dn: G = 2.82390 e^2/h, unitarity error 5.0e-15, without velocities 0.424
 G_mix matching = 4.055315+0.107553j e^2/h
 G_mix Green functions = 4.055315+0.107553j e^2/h
 e^2/h = 38.7405 microsiemens
 G_mix = 157.105+4.167j microsiemens
 spin currents x, y, z (number per unit flux): 4.05532, -0.10755, 0.57325
 (G_up + G_dn)/2 = 3.39715 e^2/h
PLANE moved for both spins: G_mix = 4.05532+0.10755j e^2/h
 moved for dn only: G_mix = 3.97120-0.08473j e^2/h (wrong)
 unitarity error of moved dn = 4.4e-15
RING: unitarity error up 3.8e-15, dn 2.7e-15, skewed pair 0.707
HALF METAL: V_dn = 5.0 t, G_dn = 0.00000 e^2/h, G_mix = 3.85474+0.17790j e^2/h
CLEAN: G_up = 3.92406, G_dn = 2.63390, G_mix = 4.15750+0.17198j e^2/h
RANDOM: 200 interfaces, mean G_mix = 4.1965+0.1952j e^2/h
 standard deviation: Re 0.0946, Im 0.1002 e^2/h
 smallest Re G_mix - (G_up+G_dn)/2 = 0.6514 e^2/h
 worst unitarity error = 6.1e-15
```
